# Does the uniform double-well barrier set ferroelectric switching?

## Question

I computed the energy of a ferroelectric crystal while scaling its polarization uniformly from $-P_0$ to $+P_0$. The curve is a double well, 0.1 eV deep per unit cell. I want to model switching in a film 10 nm thick and 100 nm × 100 nm in area, at 1 MV/cm and 300 K. Can I use 0.1 eV as the activation energy? Or should I multiply it by the number of cells? And does the field that removes this barrier give the coercive field I should measure?

## Answer

None of the three. The 0.1 eV is an energy per cell along a path on which every cell moves together. Multiplying by the number of cells gives the zero-field barrier of that path, but the film has much cheaper paths. A model that contains both kinds of path shows this.

### A model with both paths

Let the polarization point along the film normal and be constant along each column of cells through the film. Side walls between opposite columns then carry no bound charge. Assume ideal electrodes, free lateral edges and no separate strain variable. With $p=P/P_0$, cell edge $a$ and well depth $\varepsilon$, the energy of one cell layer, in units of $\varepsilon$, is

$$G=\sum_i\left[(1-p_i^2)^2-hp_i\right]+c\sum_{\langle ij\rangle}(p_i-p_j)^2 .$$

The field term is the dipole energy $-P_0p\,a^3E$ divided by $\varepsilon$, so $h=P_0Ea^3/\varepsilon$. The last sum counts each neighbouring pair once, and $c=(w/a)^2$ defines a length $w$, which turns out to be the wall half-width.

I take rough values in the regime of lead titanate: $a=0.4$ nm, $P_0=75$ uC/cm², $\varepsilon=0.1$ eV and $w=0.25$ nm. Then $c=0.39$, and at 1 MV/cm $h=0.30$. The film has 25 layers and $250^2=62500$ columns.

### The uniform path

If all $p_i=p$, the neighbour terms vanish and the energy per cell is $g(p)=(1-p^2)^2-hp$. Setting its derivative to zero gives

$$-4p(1-p^2)-h=0\quad\Rightarrow\quad 4p^3-4p=h .$$

Substitute $p=\frac{2}{\sqrt3}\cos\theta$:

$$4p^3-4p=\frac{8}{3\sqrt3}\left(4\cos^3\theta-3\cos\theta\right)=\frac{8}{3\sqrt3}\cos3\theta .$$

Hence $\cos3\theta=h/h_c$ with $h_c=8/(3\sqrt3)$. Writing $\theta_0=\frac13\arccos(h/h_c)$, the stable state has $\theta=\theta_0$, the metastable state $\theta_0+2\pi/3$ and the barrier top $\theta_0-2\pi/3$. Here these are $p_+=1.036$, $p_-=-0.960$ and $p_s=-0.075$.

The barrier is $g(p_s)-g(p_-)=0.7175$ well depths, or 0.0718 eV per cell. For the whole film it is

$$62500\times25\times0.0718\ \text{eV}\approx1.1\times10^5\ \text{eV}.$$

At $h=h_c$ the top and the metastable state merge, and the uniform barrier vanishes. The corresponding field is $h_c\varepsilon/(P_0a^3)=5.1$ MV/cm.

Using 0.1 eV as an activation energy errs the other way. With an attempt rate of $10^{12}$ s⁻¹ and $k_BT=0.0259$ eV, the stored state would last $10^{-12}\,e^{0.1/0.0259}$ s, about 48 ps. One cell cannot make the uniform move alone, because its neighbours resist.

### Why the uniform top can be bypassed

Add small deviations $u_i$ to the uniform top. The local terms contribute a curvature $g''(p_s)=12p_s^2-4$. The neighbour terms contribute $2c$ times the operator $2u_j-u_{j-1}-u_{j+1}$ in each lateral direction.

With $n$ columns and free edges, the modes are $u_j=\cos[k(j-\tfrac12)]$ with $k=\pi m/n$ and $m=0,\dots,n-1$. They satisfy $u_0=u_1$ and $u_{n+1}=u_n$, which is the free-edge condition. Since $u_{j-1}+u_{j+1}=2\cos k\,u_j$, the operator has eigenvalue $2(1-\cos k)$. The total curvature is

$$\lambda=12p_s^2-4+4c\,(2-\cos k_x-\cos k_y).$$

For two columns, $k=0$ gives $\lambda=-3.93$, and $k=\pi/2$ gives $-3.93+4c=-2.37$. Both are negative. Near the top the energy therefore falls along two independent directions, $x$ (the uniform path) and $y$:

$$G\approx G_s-\tfrac12|\lambda_1|x^2-\tfrac12|\lambda_2|y^2 .$$

A half-circle of radius $r$ in this plane joins the two sides of the pass. It stays at least $\frac12\min(|\lambda_1|,|\lambda_2|)\,r^2$ below the top. A path with a lower maximum exists, so uniform reversal is not the lowest path even for two columns.

There is an opposite limit. At zero field $p_s=0$, and the first non-uniform mode is stable when $c(1-\cos(\pi/n))>1$. For $n\gg1$, $1-\cos(\pi/n)\approx\pi^2/(2n^2)$, and the condition becomes $na<\pi w/\sqrt2$. An element narrower than about two wall half-widths can have a genuine pass at the uniform top. A wide film cannot.

### What a wall costs

When $p$ varies slowly over a cell, the wall energy per cell face is

$$s=\frac1a\int\left[(1-p^2)^2+w^2p'^2\right]dx .$$

Completing the square turns the bracket into $(wp'-1+p^2)^2+2w(1-p^2)p'$. The second part integrates to a fixed number, so the minimum has $wp'=1-p^2$. This gives $p=\tanh(x/w)$ and

$$s=\frac{2w}{a}\int_{-1}^{1}(1-p^2)\,dp=\frac{8w}{3a}.$$

For a wide wall, $w=3a$, the lattice gives 7.970 against 8 from the formula. For the example the formula gives 167 mJ/m², while the relaxed lattice wall has 129 mJ/m². This wall is too narrow for the smooth limit, so I use lattice values below. A wall centred on a column costs 171 mJ/m². The difference of about 42 mJ/m² measures how strongly the lattice pins a straight wall.

### The nucleus

Reverse a square of $m\times m$ columns. Its perimeter has $4m$ faces, each costing $s$. Each reversed cell gains $\Delta=g(p_-)-g(p_+)$, which is $2h$ to leading order in the field. With a corner energy $G_0$,

$$G(m)=4ms-\Delta m^2+G_0 .$$

Treating $m$ as continuous, $dG/dm=4s-2\Delta m=0$ gives $m_*=2s/\Delta$. Then

$$G(m_*)-G_0=\frac{8s^2}{\Delta}-\frac{4s^2}{\Delta}=\frac{4s^2}{\Delta}.$$

The film area does not appear. At 1 MV/cm, in energy units, $s=0.1275$ eV and $\Delta=0.0599$ eV. So $m_*=4.3$ cells and $4s^2/\Delta=1.09$ eV per layer. The corner energy is $-0.10$ eV per layer.

This estimate leaves out the cost of starting each new row. To include it, I relaxed a continuous path on which columns reverse one after another, up to an $8\times8$ square. The highest energy on any such path is an upper bound on the lowest barrier. It is 1.066 eV per layer in a film of $13\times13$ columns and 1.067 eV in one of $16\times16$, which confirms the independence of area.

Growth beyond this square is downhill apart from small steps. A further row of $m$ columns changes the energy by $2s-\Delta m$, which is $-0.22$ eV per layer at $m=8$. Starting a row on a long wall costs at most about 0.06 eV per layer, as found below.

For 25 layers the nucleus bound is 27 eV, about 4200 times below the uniform barrier at the same field. Dividing the bound by the uniform barrier per column gives about 15 columns. That is fewer than the 18 or so columns in the critical square, so a film that small could not hold this nucleus and the comparison does not apply to it.

### Can heat supply 27 eV?

No. With $N$ possible sites, attempt rate $f$ and pulse length $t$, one event is expected when $Nft\,e^{-B/k_BT}=1$, so

$$B=k_BT\ln(Nft).$$

For a 1 us pulse and one site per column, $B=0.0259\ln(6.25\times10^{10})=0.64$ eV. The 27 eV is an upper bound, but a lower bound leads to the same answer. When the first column reaches $p=0$, every other column still has $p\le0$ and a local energy of at least $g(p_-)$, and the neighbour terms cannot be negative. The path therefore climbs at least $g(0)-g(p_-)=0.706$ well depths per layer, or 1.8 eV for 25 layers. With this well depth, a perfect film would not switch at 1 MV/cm by any through-film nucleus. A reversed square at a free corner of the film has only two walls, which divides $4s^2/\Delta$ by four and gives about 7 eV for 25 layers. That is still out of reach. The comparison rules out the uniform barrier as the controlling one, but it does not make 27 eV the measured barrier.

### Starting from an existing wall

If some reversed domain is already present, no new nucleus is needed. The model gives these fields for motion without thermal help:

- uniform reversal: 5.1 MV/cm
- a straight wall: 2.2 MV/cm
- a wall with a kink, meaning a half-finished row: 0.55 MV/cm

The difference comes from how many neighbours stay put. At a kink one column moves between two reversed and two unreversed neighbours. With these held at $p=\pm1$, their pulls cancel at $p=0$, but their stiffness adds $4cp^2$ to the column's energy. This nearly removes the local barrier, which comes from the term $-2p^2$. When a straight wall moves, a whole row moves together. Only the neighbours in front and behind stay put, and they add just $2cp^2$. The barrier then vanishes at $h_c(1-2c)^{3/2}$ for the kink and $h_c(1-c)^{3/2}$ for the row, or about 0.53 and 2.4 MV/cm. These fixed-neighbour estimates give the trend only, because the neighbours do relax. The row formula is about 10% high. The close match for the kink is partly chance at this $c$: the formula is about 20% high at $c=0.25$ and a factor of two low at $c=0.45$. The kink stops when its row is complete, so continued motion at such fields needs a tilted or curved wall, or new kinks.

Heat can create new kinks. The path I relaxed for advancing a straight wall by one row starts the row at its centre. Without thermal softening, its barrier at 1 MV/cm is 1.5 eV through the full thickness, too much for the pulse. This is only an upper bound on the lowest barrier. A free edge acts as a mirror, so a row started at a film edge needs only one kink and costs about half as much, roughly 0.8 eV, which is still too much for the pulse. At 1.97 MV/cm the bound is 0.18 eV, which is within reach. A wall has about 250 sites along its length rather than 62500, which lowers the reachable barrier to about 0.50 eV and leaves both conclusions unchanged.

### How this compares with a real film

Coercive fields of lead-titanate-type films are very roughly 0.1 to 1 MV/cm, well below 5.1 MV/cm. With a rough breakdown field of 3 MV/cm, the film would fail before reaching 5.1 MV/cm. Thermal softening, estimated below, can bring the uniform switching field under this limit, so breakdown alone does not exclude uniform reversal. One assumption that real electrodes break is ideal screening. A rough screening length $\ell=0.01$ nm for both electrodes together gives a depolarizing field $P_0\ell/(\epsilon_0d)=0.85$ MV/cm, where $d$ is the thickness. This lowers the uniform barrier by 16%, to $9.5\times10^4$ eV. It also initially adds to the applied field, so the localized barriers above are not quantitative predictions for a real device.

Other omissions matter to different degrees:

- **Thermal softening.** In mean-field theory with a continuous transition, the well depth scales as $(1-T/T_C)^2$. For a rough $T_C=750$ K the factor is 0.36, which still leaves about $6\times10^4$ eV for the whole film at zero field. The uniform switching field scales as well depth over polarization, hence as $(1-T/T_C)^{3/2}$, and falls from 5.1 to about 2.4 MV/cm. Walls soften too. In the smooth limit their width scales as $(1-T/T_C)^{-1/2}$ and their energy as $(1-T/T_C)^{3/2}$, and a wider wall is pinned less by the lattice. The nucleus barriers, wall-step barriers and wall fields above belong to the unsoftened well and overstate the values at 300 K. In particular, the 1.5 eV wall step does not show that walls stand still at 1 MV/cm in a real film. These power laws hold near $T_C$ and are extrapolated here to $T/T_C=0.4$, where full mean-field treatments give a depth factor of about 0.33 to 0.45 and a uniform switching field nearer 1.9 MV/cm. The transition in lead titanate is also discontinuous, so these factors are size estimates.
- **Nuclei that do not span the film.** The tip of a one-column nucleus carries a charge $2P_0a^2=1.5e$. Its self-energy is roughly 0.3 eV for a sphere of radius $a/2$ if the model's relative permittivity along the normal, 33, is assumed to hold in all directions. The model has no in-plane response, and the result depends on it: 2.4 eV for an in-plane permittivity of 1 and 0.14 eV for 100. A short segment that starts at an electrode and lies along an existing wall has only one such tip, so it may cost less than reversing through the full thickness. A segment inside the film has two tips of opposite charge. At 0.3 eV per tip, a segment a few layers long is still estimated to cost less than the 1.5 eV full-thickness step. Both estimates rest on the in-plane permittivity, and I have not computed these paths.
- **Tunnelling.** For a 1 eV electron barrier and the free electron mass, the tunnelling exponent at 1 MV/cm is 68, so this leakage is negligible there. The exponent falls to 13 at 5.1 MV/cm, and an effective mass of 0.3 would roughly halve it. Thermal emission over the same barrier has exponent 39 at 300 K. Leakage through defects is not included. Tunnelling of the polarization would matter below roughly $\hbar\omega/(2\pi k_B)\approx8$ K, where $\omega$ is the angular frequency set by the curvature at the barrier top. That number uses $\omega=2\pi f$ with the assumed attempt rate, which is low for this well. A 0.1 eV well with the atomic masses and displacements of lead titanate gives about 3 THz at the uniform barrier top and a crossover near 25 K, still far below 300 K.

Defects, electrode sites and rotation of the polarization offer further paths. Added to an otherwise unchanged film, an extra path can lower the minimum barrier but cannot raise it.

For your switching model, keep the double well as input for the wall energy and the local stiffness. Take activation energies from nucleation and wall motion, and treat 5.1 MV/cm as the field at which the uniform state loses its stability in this model. The full set of values is in the numerical output below.

## Numbers as computed

```
cell edge: 0.40 nm; well depth: 0.10 eV/cell
polarization: 75 uC/cm2
wall half-width: 0.25 nm; stiffness c: 0.3906
film: 10 nm thick, 100 nm side
layers: 25; columns: 62500
applied field: 1.00 MV/cm; reduced field h: 0.2996
temperature: 300 K; kT: 0.02585 eV
attempt rate: 1.0e+12 1/s; pulse: 1.0 us
uniform states p: -0.9602, -0.0753, 1.0355
uniform barrier per cell at field: 0.07175 eV
uniform barrier, whole film: 1.1211e+05 eV
two-column curvatures at top: -3.932, -2.369 well depths
unstable share of film modes at top: 0.699
smooth-wall test, w=3 cells: lattice 7.9699, formula 8.0000 well depths
smooth-wall formula for example: 166.9 mJ/m2
lattice wall energy, bond-centred: 128.9 mJ/m2
lattice wall energy, site-centred: 171.4 mJ/m2
straight-wall pinning barrier: 42.5 mJ/m2
barrier-free field, uniform: 5.139 MV/cm
barrier-free field, straight wall: 2.189 MV/cm
barrier-free field, kinked wall: 0.546 MV/cm
field search resolution: 0.0049 MV/cm
wall energy at field, s: 0.12752 eV/cell face
energy gain per reversed cell: 0.05988 eV
corner energy of square: -0.09811 eV/layer
critical square side 2s/gain: 4.26 cells
square estimate 4s^2/gain: 1.0863 eV/layer
highest rectangle with corners: 0.9996 eV/layer
nucleus bound, 13x13 columns: 1.0663 eV/layer
nucleus bound, 16x16 columns: 1.0665 eV/layer
nucleus bound, full thickness: 26.66 eV
uniform/nucleus barrier ratio: 4205
columns where both are equal: 14.9
wall-step bound at field: 0.0602 eV/layer
wall-step bound, full thickness: 1.50 eV
higher field for wall step: 1.970 MV/cm
wall-step bound there, full thickness: 0.176 eV
barrier heat can cross in pulse: 0.643 eV
false lifetime from per-cell depth: 47.9 ps
screening length, rough input: 0.010 nm
depolarizing field: 0.847 MV/cm
uniform barrier with it: 9.461e+04 eV
Curie temperature, rough input: 750 K
mean-field softening of depth at 300 K: factor 0.36
model relative permittivity: 32.7
tip charge of one-column nucleus: 1.50 e
tip charge self-energy, rough: 0.30 eV
electron barrier, rough input: 1.0 eV
electron tunnelling exponent at field: 68.3
polarization tunnelling crossover: 7.6 K
breakdown field, rough input: 3.0 MV/cm
applied/breakdown field: 0.33
uniform coercive/breakdown field: 1.71
```
